# Wavelength of Transverse Wrinkles in a Long Stretched Sheet, part 1

(Sections cited here and not found follow in the second part.)

## I. The reduced energy and the wavelength it selects

A thin sheet is held at two ends a distance $L$ apart and pulled along its length with a tension $T$ per unit width. Its bending stiffness is $D$. If the sheet is wider than the space it occupies across the pull, the excess width is taken up by wrinkles whose crests run along the pull. Their wavelength is

$$
\lambda=2\sqrt{\pi}\left(\frac{D}{T}\right)^{1/4}L^{1/2}. \tag{1}
$$

This is the Cerda–Mahadevan wavelength. It belongs to the deflection

$$
\zeta(x,y)=A\sin\frac{\pi x}{L}\,\cos ky,\qquad k=\frac{2\pi}{\lambda}, \tag{2}
$$

which has the least energy, in the model defined below, among all small deflections that vanish at the held ends and take up the same total excess width. The coordinate $x$ runs along the pull from $0$ to $L$, $y$ runs across the sheet, and $\zeta$ is the displacement normal to the sheet. Subscripts $x$ and $y$ on $\zeta$ denote partial derivatives.

### What is given and what is sought

The tension $T$ is taken as uniform and positive, and the excess width as known. In a sheet stretched between clamps, the excess arises because the clamps hinder the Poisson contraction. Finding its size requires the planar stress field of the clamped sheet, and that problem is not solved here. Neither is the threshold strain at which wrinkles first appear. The question is how a given excess width is folded.

Three further assumptions define the model:

- The slopes $\zeta_x$ and $\zeta_y$ are small, so that the leading power of each suffices.
- The deflection is periodic in $y$ over the width $W$. The model thus describes a wrinkled region away from the long edges. It is not equivalent to a sheet with free long edges, however wide: if only the total excess width were prescribed and the edges could deflect freely, the energy (7) below would be least for wrinkles concentrated at the edges, with half the compression found in (21). The periodic condition excludes such states.
- The length $\ell=\sqrt{D/T}$ is much smaller than $L$. On this length bending and tension balance in a strip bent along $x$.

The last condition also makes the wavelength short compared with $L$, but only slowly: $\lambda/L$ is still $0.35$ at $\ell/L=0.01$ and $0.11$ at $\ell/L=0.001$. Since $(D/T)^{1/4}=\sqrt{\ell}$, equation (1) can be written

$$
\lambda=2\sqrt{\pi\ell L},\qquad \frac{\lambda}{L}=2\sqrt{\frac{\pi\ell}{L}}. \tag{3}
$$

The wavelength is thus, up to a factor, the geometric mean of a very short length and the length of the sheet.

### The energy of tension

Let $u(x,y)$ be the displacement of the material along $x$. An element of initial length $dx$ acquires the length $\sqrt{(1+u_x)^2+\zeta_x^2}\,dx$. For small strain and slope its relative extension is

$$
e=u_x+\tfrac12\zeta_x^2. \tag{4}
$$

Write $u=\gamma x+u_1$, where $\gamma$ is the imposed stretching strain and $u_1$ vanishes at both ends. For a sheet of thickness $h$ and Young's modulus $E$, with a transverse force much smaller than $T$, the stretching energy per unit area is $\tfrac12Eh\,e^2$. With $e_1=u_{1,x}+\tfrac12\zeta_x^2$,

$$
\tfrac12Eh(\gamma+e_1)^2=\tfrac12Eh\gamma^2+Eh\gamma\,e_1+\tfrac12Eh\,e_1^2. \tag{5}
$$

The first term does not depend on the wrinkles. In the second, $Eh\gamma$ is the tension $T$, and the integral of $u_{1,x}$ from one end to the other is zero because $u_1$ vanishes there. The third term is smaller than the second by a factor of order $e_1/\gamma$ and is dropped; its size is examined in the second half. What remains is

$$
U_T=\frac T2\int_0^W\!\!\int_0^L\zeta_x^2\,dx\,dy. \tag{6}
$$

A line along $x$ that is displaced sideways must be longer than a straight one, and lengthening it costs work against the tension. The energy is positive because $T$ is a pull.

### The energy of bending

The wrinkles vary rapidly across the sheet and slowly along it. The leading part of the bending energy therefore comes from the curvature $\zeta_{yy}$. The reduced energy is

$$
U=\frac12\int_0^W\!\!\int_0^L\left[D\,\zeta_{yy}^2+T\,\zeta_x^2\right]dx\,dy. \tag{7}
$$

The curvature along $x$ and the twist have been omitted. They are restored in the second half, where their effect on the wavelength is found to vanish with $\ell/L$.

### The excess width

A line across the sheet with deflection $\zeta$ has the length $\int_0^W\sqrt{1+\zeta_y^2}\,dy$. Its excess over $W$ is $\tfrac12\int_0^W\zeta_y^2\,dy$ to leading order in the slope. Integrating along the sheet gives the total

$$
S=\frac12\int_0^W\!\!\int_0^L\zeta_y^2\,dx\,dy. \tag{8}
$$

The material is treated as inextensible across the sheet, so all of the excess width must appear in $S$. This total is prescribed. At first nothing is assumed about its distribution along $x$.

### The equation of equilibrium

To minimize $U$ at fixed $S$, make $U-NS$ stationary, where $N$ is a Lagrange multiplier. If the deflection changes by $\delta\zeta$, then

$$
\delta U=\iint\left[D\zeta_{yy}\,\delta\zeta_{yy}+T\zeta_x\,\delta\zeta_x\right]dx\,dy,
\qquad
\delta S=\iint\zeta_y\,\delta\zeta_y\,dx\,dy. \tag{9}
$$

In the first term of $\delta U$, two integrations by parts in $y$ move two derivatives onto $\zeta_{yy}$. The two sign changes cancel, and the boundary terms vanish by periodicity. The second term requires one integration in $x$, which changes the sign; its boundary term vanishes because $\delta\zeta=0$ at the held ends. In $\delta S$, one integration in $y$ also changes the sign. Hence

$$
\delta(U-NS)=\iint\left[D\zeta_{yyyy}-T\zeta_{xx}+N\zeta_{yy}\right]\delta\zeta\,dx\,dy. \tag{10}
$$

Since $\delta\zeta$ is arbitrary inside the sheet,

$$
D\zeta_{yyyy}-T\zeta_{xx}+N\zeta_{yy}=0,\qquad \zeta(0,y)=\zeta(L,y)=0. \tag{11}
$$

Along a family of equilibria $dU=N\,dS$. Thus $N$ is the work needed per unit of additional excess width and per unit length of sheet. It is a compressive force per unit length acting across the sheet, counted positive in compression.

### Modes and a lower bound on the energy

Equation (11) identifies stationary states, but stationarity alone does not show which of them has the least energy. An expansion of an arbitrary admissible deflection settles this. Put

$$
q_m=\frac{m\pi}{L},\quad m=1,2,\ldots;\qquad k_n=\frac{2\pi n}{W},\quad n=1,2,\ldots, \tag{12}
$$

and write

$$
\zeta=\sum_m\sin q_mx\left[a_{m0}+\sum_{n}\left(a_{mn}\cos k_ny+b_{mn}\sin k_ny\right)\right]. \tag{13}
$$

The sines in $x$ satisfy the end conditions, and the functions of $y$ have period $W$. Products of different modes integrate to zero. For $n\ge1$ the integral of the square of one mode is $(L/2)(W/2)=LW/4$; for the terms constant in $y$ it is $LW/2$. With $c_{mn}^2=a_{mn}^2+b_{mn}^2$, equations (7) and (8) become

$$
U=\frac{LW}{8}\sum_{m,n\ge1}\left(Dk_n^4+Tq_m^2\right)c_{mn}^2
+\frac{LW}{4}\sum_mTq_m^2a_{m0}^2, \tag{14}
$$

$$
S=\frac{LW}{8}\sum_{m,n\ge1}k_n^2c_{mn}^2. \tag{15}
$$

The factor $LW/8$ is the product of $LW/4$ and the factor $\tfrac12$ in each definition. The terms $a_{m0}$ raise the energy without taking up any excess width, so they are absent from a minimizer. For each remaining mode, the ratio of its contributions to $U$ and $S$ is

$$
N_{mn}=\frac{Dk_n^4+Tq_m^2}{k_n^2}=Dk_n^2+\frac{Tq_m^2}{k_n^2}. \tag{16}
$$

Substituting a single mode in (11) gives the same value for $N$: the three terms contribute $Dk_n^4$, $+Tq_m^2$ and $-Nk_n^2$.

Without the terms $a_{m0}$, the quotient $U/S$ is a weighted mean of the numbers $N_{mn}$, with nonnegative weights proportional to $k_n^2c_{mn}^2$. It cannot lie below the smallest of them. Therefore

$$
U\ge S\,\min_{m,n}N_{mn}, \tag{17}
$$

and a single mode with the smallest $N_{mn}$ attains the bound. Mixing several wavelengths cannot lower the energy in this problem. For every $k_n$ the smallest value has $m=1$, because $N_{mn}$ increases with $m$. The wrinkles therefore form a single arch from one held end to the other.

### The minimum over the wavenumber

Write $q=q_1=\pi/L$, and first let the sheet be so wide that $k$ can be treated as continuous. Completing the square gives

$$
N(k)=Dk^2+\frac{Tq^2}{k^2}
=\left(\sqrt D\,k-\frac{\sqrt T\,q}{k}\right)^2+2\sqrt{DT}\,q. \tag{18}
$$

The cross term of the square is $-2\sqrt{DT}\,q$, which the last term cancels. The square is never negative, so the minimum occurs where it vanishes:

$$
k_*^2=q\sqrt{\frac TD},\qquad k_*^4=\frac{\pi^2T}{DL^2}. \tag{19}
$$

Taking the inverse square root of the first expression gives

$$
\lambda=\frac{2\pi}{k_*}
=2\pi\,q^{-1/2}\left(\frac DT\right)^{1/4}
=2\pi\sqrt{\frac L\pi}\left(\frac DT\right)^{1/4}
=2\sqrt\pi\left(\frac DT\right)^{1/4}L^{1/2}, \tag{20}
$$

which is (1). The smallest compression is

$$
N_{\min}=2\sqrt{DT}\,q=\frac{2\pi\sqrt{DT}}{L}=2\pi T\frac{\ell}{L}. \tag{21}
$$

The last form follows from $\sqrt D=\ell\sqrt T$. It shows that in the wrinkled region the transverse force is small compared with the tension when $\ell\ll L$, as was assumed when the stretching energy was written down. Close to a real clamp this fails: the transverse strain vanishes there, and the transverse force is a tension of order $\nu T$, with $\nu$ the Poisson ratio.

At the minimum the two terms of $N(k)$ are equal, so bending and tension store the same energy. The reason for an intermediate wavelength can be read from (18). For a given excess width, short waves have small amplitude: they hardly lengthen the lines along $x$, but they are strongly curved. Long waves are gently curved, but their large amplitude makes the lines along $x$ longer. A greater $L$ reduces the slope along $x$ at given amplitude and so favours longer waves.

### Tension as an elastic support

For the single arch, $-T\zeta_{xx}=Tq^2\zeta$. Equation (11) then has the form of the equation for a compressed strip resting on an elastic support whose restoring force per unit area is $K_T\zeta$, with

$$
K_T=Tq^2=\frac{\pi^2T}{L^2},\qquad
\lambda=2\pi\left(\frac D{K_T}\right)^{1/4}. \tag{22}
$$

A real elastic support of stiffness $K$ beneath the sheet would add $\tfrac12K\zeta^2$ to the energy density. Each mode would acquire an additional term $K/k^2$ in $N(k)$. Since this has the same dependence on $k$ as the tension term, the same minimization gives

$$
\lambda=2\pi\left(\frac D{K+\pi^2T/L^2}\right)^{1/4}. \tag{23}
$$

The support dominates when $K\gg\pi^2T/L^2$, and the wavelength is then independent of $L$. Equation (1) is the opposite limit, in which the held ends provide the support through the tension.

### A sheet of finite width

For finite $W$, the condition of periodicity allows the values $k_n=2\pi n/W$. Let $r=k_n/k_*=n\lambda/W$, with $\lambda$ from (1). At $k_*$ each term of $N$ is $N_{\min}/2$; at $k_n$ the first is multiplied by $r^2$ and the second by $r^{-2}$. Hence

$$
\frac{N(k_n)}{N_{\min}}=\frac12\left(r^2+\frac1{r^2}\right). \tag{24}
$$

This expression is unchanged when $r$ is replaced by $1/r$. The integers $n$ and $n+1$ are therefore equally favourable when the product of their $r$ values is one, that is, when

$$
\frac W\lambda=\sqrt{n(n+1)}. \tag{25}
$$

Above this value $n+1$ waves are preferred to $n$. The minimum is shallow: for $r=1+\eta$ with small $\eta$, expansion of (24) gives $1+2\eta^2$ to second order. An error of a few per cent in the wavelength costs only a few thousandths of the energy, so small disturbances can shift an observed wavelength noticeably.

The selection was tested without assuming a wave form in advance. All deflections on a two-dimensional grid were admitted, and the least value of $U/S$ was found by diagonalization. In units with $L=T=1$, the choice $D=10^{-4}$ and a width of five predicted wavelengths gave five waves. The least compression was $0.06280$, against $0.06283$ from (21).

## II. Other distributions, the held ends and a worked example

The second half uses the following quantities. The sheet has length $L$ along $x$, width $W$ along $y$, bending stiffness $D$ and tension $T$ per unit width; $\ell=\sqrt{D/T}$ and $q=\pi/L$. Its deflection is $\zeta$, and $N$ is the compressive force across it per unit length. The reduced energy (7) at fixed total excess width (8) is least for $\zeta=A\sin qx\cos ky$. The selected wavenumber satisfies $k^4=Tq^2/D$, the wavelength is $\lambda_0=2\sqrt{\pi\ell L}$, and the least compression is $N_{\min}=2\pi T\ell/L$. The subscript in $\lambda_0$ distinguishes the value (1) from the corrected wavelengths below.

### Amplitude and distribution of the excess width

The excess fraction at a given $x$ is the mean of $\tfrac12\zeta_y^2$ over $y$. For the selected state $\zeta_y=-Ak\sin qx\sin ky$, and the mean of $\sin^2ky$ is $\tfrac12$. The local fraction is therefore

$$
\frac{A^2k^2}{4}\sin^2qx\equiv\varepsilon\sin^2qx, \tag{26}
$$

where $\varepsilon$ is its value at mid-length. Solving for the amplitude gives

$$
A=\frac{2\sqrt\varepsilon}{k}=\frac{\lambda\sqrt\varepsilon}{\pi}. \tag{27}
$$

The amplitude depends on the amount of excess width, whereas the wavelength does not. The mean excess fraction over the whole sheet is $\varepsilon/2$.

Equation (26) also clarifies what has been minimized. If only the total excess width is fixed, the reduced energy (7), which omits the planar energy of uneven narrowing, is least for the distribution $\sin^2qx$. If this distribution is instead imposed at every $x$, fewer deflections compete. The former minimizer is still among them, so it remains the minimizer. Equation (1) holds in both cases. A different imposed distribution can change the prefactor.

For a fixed total excess width, the reduced energy is least for a single arch between the held ends with the wavelength (1), and the amount of excess width sets only the amplitude. It remains to examine other distributions of the excess width, the full bending energy with hinged and clamped ends, a worked example and the neglected strains in the plane.

Numbers in the example were calculated in double precision.
